\section*{At what temperature does silicon's intrinsic density equal the donor density?}

\section*{Question}

I have an exercise on n-type silicon with donor density $N_D=10^{16}\ \mathrm{cm^{-3}}$. I am to find the temperature at which the intrinsic carrier density $n_i$ equals $N_D$. The data are round model parameters of the size used for silicon:
\begin{equation}
E_g(T)=E_0-\frac{aT^2}{T+b},
\label{gap}
\end{equation}
with $E_0=1.17$ eV, $a=4.7\times10^{-4}$ eV/K and $b=640$ K. The density-of-states masses are $m_c=1.1\,m_e$ for the conduction band and $m_v=1.2\,m_e$ for the valence band, where $m_e$ is the free-electron mass. The donor level lies $E_d=0.05$ eV below the conduction band.

I know the formula
\begin{equation}
n_i=\sqrt{N_cN_v}\;e^{-E_g/(2kT)} ,
\label{ni}
\end{equation}
and at 300 K I get $N_c=2.895\times10^{19}\ \mathrm{cm^{-3}}$, $N_v=3.299\times10^{19}\ \mathrm{cm^{-3}}$ and $E_g=1.125$ eV. Putting these constants into (\ref{ni}) and solving for $T$ gives
\begin{equation}
T=\frac{E_g}{2k\ln(\sqrt{N_cN_v}/N_D)}
=\frac{1.125\ \mathrm{eV}}{2(8.617\times10^{-5}\ \mathrm{eV/K})(8.036)}\approx 812\ \mathrm{K}.
\label{naive}
\end{equation}
But $N_c$, $N_v$ and $E_g$ all depend on temperature, and 812 K is a long way from 300 K. If I let them vary, $T$ stands on both sides and I cannot isolate it. How do I solve this, and how do I know there is just one solution? Does the answer mean that the electron density equals $N_D$ there? And may I ignore donor freeze-out?

\section*{Answer}

You cannot isolate $T$, but you can show that there is one root and reach it in two steps by hand. It helps to see first where the temperature enters.

\subsection*{Where the temperature dependence comes from}

For a parabolic conduction band with edge $E_c$, the density of states per volume, spin included, is
\begin{equation}
g_c(E)=\frac{1}{2\pi^2}\left(\frac{2m_c}{\hbar^2}\right)^{3/2}\sqrt{E-E_c}.
\end{equation}
The mass $m_c$ already accounts for the several conduction valleys, and $m_v$ for the upper valence bands. If the Fermi level $E_F$ lies several $kT$ below $E_c$, the occupation is close to $e^{-(E-E_F)/kT}$. With $x=(E-E_c)/kT$,
\begin{equation}
n=\frac{1}{2\pi^2}\left(\frac{2m_ckT}{\hbar^2}\right)^{3/2}e^{-(E_c-E_F)/kT}\int_0^\infty\!\sqrt{x}\,e^{-x}\,dx .
\end{equation}
The integral is $\sqrt\pi/2$. Since $\hbar=h/2\pi$, the bracket is $4\pi$ times $2\pi m_ckT/h^2$, and $(4\pi)^{3/2}=8\pi^{3/2}$. The numerical factors combine to $8\pi^{3/2}\cdot(\sqrt\pi/2)/(2\pi^2)=2$, so
\begin{equation}
n=N_c\,e^{-(E_c-E_F)/kT},\qquad N_c=2\left(\frac{2\pi m_ckT}{h^2}\right)^{3/2}.
\label{n}
\end{equation}
The same calculation for empty states below the valence edge $E_v$ gives $p=N_v\,e^{-(E_F-E_v)/kT}$, with $m_v$ in place of $m_c$. In the product the Fermi level cancels:
\begin{equation}
np=N_cN_v\,e^{-E_g/kT}.
\end{equation}
In an undoped crystal $n=p=n_i$, so the right-hand side is $n_i^2$, and its square root is your formula (\ref{ni}). With fixed masses, $N_c$ and $N_v$ both grow as $T^{3/2}$, and so does $\sqrt{N_cN_v}$.

The donor depth does not appear. The temperature $T^*$ defined by $n_i(T^*)=N_D$ compares a property of the host crystal with a number of dopant atoms. Freeze-out cannot change $T^*$. It could change only what $T^*$ tells you about the doped sample.

\subsection*{Why there is one root}

Take the logarithm of (\ref{ni}) and differentiate, keeping the temperature dependence of the gap:
\begin{equation}
\frac{d\ln n_i}{dT}=\frac{3}{2T}+\frac{E_g}{2kT^2}-\frac{1}{2kT}\frac{dE_g}{dT}
=\frac{3}{2T}+\frac{W}{2kT^2},
\label{slope}
\end{equation}
where $W=E_g-T\,dE_g/dT$. From (\ref{gap}),
\begin{equation}
\frac{dE_g}{dT}=-a\,\frac{2T(T+b)-T^2}{(T+b)^2}=-a\,\frac{T^2+2bT}{(T+b)^2}.
\end{equation}
Putting both pieces of $W$ over the common denominator gives
\begin{align}
W&=E_0+\frac{aT^2\left[-(T+b)+(T+2b)\right]}{(T+b)^2}\nonumber\\
&=E_0+\frac{abT^2}{(T+b)^2}.
\label{W}
\end{align}
Every term is positive, so $n_i$ rises steadily with $T$. It tends to zero as $T\to0$. As $T\to\infty$ the ratio $E_g/T$ in (\ref{gap}) tends to $-a$, the exponential tends to a constant, and the factor $T^{3/2}$ grows without bound. The curve therefore crosses the level $N_D$ once. The high-temperature limit is a statement about the formula, since a negative gap has no meaning here; what matters physically is that the gap is still large at the root found below.

The energy $W$ has a simple meaning. The tangent to $E_g(T)$ at the temperature of interest, extended back to $T=0$, meets the energy axis at $W$. Along that tangent $E_g=W-\gamma T$ with $\gamma=-dE_g/dT$, and
\begin{equation}
e^{-E_g/(2kT)}=e^{\gamma/(2k)}\,e^{-W/(2kT)} .
\end{equation}
A gap that shrinks linearly thus multiplies $n_i$ by a constant, while the steepness of the exponential factor is set by $W$, which is larger than the actual gap.

\subsection*{Solving by Newton's method in $1/T$}

The exponential suggests $u=1/T$ as the variable. Since $dT/du=-T^2$, equation (\ref{slope}) becomes
\begin{equation}
\frac{d\ln n_i}{du}=-S,\qquad S=\frac{W}{2k}+\frac{3T}{2}.
\label{S}
\end{equation}
$S$ changes slowly with temperature, so $\ln n_i$ is nearly a straight line in $u$, the favourable case for Newton's method. We seek the zero of $f=\ln(n_i/N_D)$, whose derivative is $-S$. The Newton step $u-f/(-S)$ reads
\begin{equation}
\frac{1}{T_{\rm new}}=\frac1T+\frac{1}{S}\ln\frac{n_i(T)}{N_D}.
\label{newton}
\end{equation}
The sign is sensible: if $n_i$ is too small, the logarithm is negative, $1/T$ decreases and the temperature goes up.

Start at 600 K. The gap is
\begin{equation}
E_g=1.17-\frac{4.7\times10^{-4}\times600^2}{1240}=1.0335\ \mathrm{eV}.
\end{equation}
At 300 K, $\sqrt{N_cN_v}=3.090\times10^{19}\ \mathrm{cm^{-3}}$. Multiplying by $(600/300)^{3/2}=2.828$ gives $8.74\times10^{19}\ \mathrm{cm^{-3}}$, and with $2kT=0.10341$ eV,
\begin{equation}
n_i=8.74\times10^{19}\,e^{-9.995}=3.99\times10^{15}\ \mathrm{cm^{-3}}.
\end{equation}
Hence $\ln(n_i/N_D)=-0.919$. Equations (\ref{W}) and (\ref{S}) give $W=1.2404$ eV and $S=7197+900=8097$ K, so
\begin{equation}
\frac1{T_{\rm new}}=\frac1{600}-\frac{0.919}{8097}=1.5532\times10^{-3}\ \mathrm{K^{-1}},
\end{equation}
or $T_{\rm new}=643.8$ K. Repeating the step gives:

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $E_g$ (eV) & $n_i$ ($\mathrm{cm^{-3}}$) & $\ln(n_i/N_D)$ & $S$ (K)\\
\hline
600.0 & 1.0335 & $3.989\times10^{15}$ & $-0.9191$ & 8097\\
643.8 & 1.0182 & $1.005\times10^{16}$ & $+0.0053$ & 8193\\
643.6 & 1.0183 & $1.000\times10^{16}$ & $0.0000$ & 8193
\end{tabular}
\end{center}

The answer for your data is
\begin{equation}
T^*\approx 644\ \mathrm{K}\quad(\text{about }370\,^\circ\mathrm{C}).
\end{equation}
At this temperature $N_c=9.10\times10^{19}\ \mathrm{cm^{-3}}$, $N_v=1.04\times10^{20}\ \mathrm{cm^{-3}}$ and $kT^*=0.0555$ eV.

\subsection*{What went wrong with 812 K}

Above 300 K the gap is smaller than its 300 K value, and the band densities are larger. Freezing either one makes the calculated $n_i$ too small at $T^*$. The frozen curve still rises with $T$, so it reaches $N_D$ later. Solving the equation again with a numerical root finder gives:
\begin{itemize}
\item gap frozen at 300 K, band densities free: 701 K;
\item band densities frozen at 300 K, gap free: 716 K;
\item both frozen: 812 K, your value.
\end{itemize}
The two effects are of similar size here, so there is no good reason to keep one and drop the other. The separate errors can be neither added nor multiplied to give the combined one, because each modified curve reaches $N_D$ at its own temperature, where the quantity left free has a different value. The combined error can still be split with the help of (\ref{naive}). That relation also holds at the true root, provided the quantities on the right are taken at $T^*$, where the logarithm is 9.181. Dividing the two versions,
\begin{equation}
\frac{812}{644}\approx\frac{1.125}{1.018}\times\frac{9.181}{8.036}\approx1.105\times1.142\approx1.26 .
\end{equation}
The first factor compares the gap at 300 K with the gap at $T^*$, and the second does the same for the logarithm containing the band densities. They differ from $701/644\approx1.09$ and $716/644\approx1.11$, because in those two cases the free quantity is taken at 701 K or 716 K, not at $T^*$.

\subsection*{How firm the number is, and other dopings}

At $T^*$ the logarithmic slope is $S/T^{*2}=0.0198\ \mathrm{K^{-1}}$: the intrinsic density grows by about 2\% per kelvin. This steepness makes $T^*$ forgiving of small errors in the prefactor: an error of 10\% moves it by about 5 K. Suppose the whole gap curve is raised by a small $\delta E$. Then $\ln n_i$ falls by $\delta E/(2kT^*)$, and the temperature must rise enough to make up the loss:
\begin{equation}
\delta T^*\approx\frac{\delta E/(2kT^*)}{d\ln n_i/dT}.
\end{equation}
For $\delta E=0.01$ eV this is $0.0902/0.0198\approx4.6$ K. A gap uncertain by 10 meV therefore makes the last digit of 644 K uncertain, whatever the number of digits the iteration delivers.

The Newton formula also gives the answer for another donor density $rN_D$. Starting from $T^*$, the logarithm in (\ref{newton}) is $-\ln r$, so
\begin{equation}
\frac1{T'}\approx\frac1{T^*}-\frac{\ln r}{S(T^*)}.
\end{equation}
With $\ln10/S=2.303/8193=2.81\times10^{-4}\ \mathrm{K^{-1}}$, this gives 545 K for $10^{15}\ \mathrm{cm^{-3}}$ and 786 K for $10^{17}\ \mathrm{cm^{-3}}$. The numerical roots are 544 K and 783 K. Both estimates are slightly high because $S$ increases with $T$, as (\ref{W}) and (\ref{S}) show. On the way up, the true average $S$ is larger than $S(T^*)$, so $1/T$ falls by less than estimated. On the way down it is smaller, so $1/T$ rises by more. Either way the true temperature lies below the estimate.

\subsection*{The electron density at $T^*$ is not $N_D$}

Assume for the moment that all donors are ionized. Charge neutrality then requires $n=p+N_D$, and the product rule still gives $np=n_i^2$. Eliminating $p$,
\begin{equation}
n^2-N_Dn-n_i^2=0,\qquad
n=\frac{N_D}{2}+\sqrt{\frac{N_D^2}{4}+n_i^2}.
\label{neutral}
\end{equation}
The positive root is taken because $n$ is a density. At $T^*$, where $n_i=N_D$,
\begin{align}
n&=\frac{1+\sqrt5}{2}\,N_D=1.62\times10^{16}\ \mathrm{cm^{-3}},\\
p&=n-N_D=0.62\times10^{16}\ \mathrm{cm^{-3}}.
\end{align}
Electrons still outnumber holes by a factor of 2.6. The sample is neither extrinsic in the simple sense $n\approx N_D$, nor intrinsic in the sense $n\approx p$.

The two limits of (\ref{neutral}) show how broad the change is. For $n_i\ll N_D$, expanding the root gives $n\approx N_D+n_i^2/N_D$. When $n_i=0.1N_D$ the electron density exceeds $N_D$ by 1\%. In your sample this means $n_i=10^{15}\ \mathrm{cm^{-3}}$, which we have just found at 544 K. For $n_i\gg N_D$ the expansion gives $n\approx n_i+N_D/2$ and $p\approx n_i-N_D/2$. When $n_i=10N_D$, at 783 K, electrons outnumber holes by about 10\%. The passage from one regime to the other thus takes some 240 K, and $T^*$ is a convenient marker within it, not a threshold. If your purpose is to keep the electron density fixed by the doping, the more useful figure is 544 K, where electrons excited across the gap add about 1\% of $N_D$.

\subsection*{Freeze-out and the other assumptions}

A neutral donor can hold its electron in two spin states, so the ratio of neutral to ionized donors is $2e^{(E_F-E_D)/kT}$, where $E_D=E_c-E_d$ is the donor level. Writing $E_F-E_D=E_d-(E_c-E_F)$ and using (\ref{n}),
\begin{equation}
\frac{N_D^0}{N_D^+}=2\,\frac{n}{N_c}\,e^{E_d/kT}.
\end{equation}
At $T^*$ we have $n/N_c=1.8\times10^{-4}$ and $e^{E_d/kT}=e^{0.90}=2.46$. The ratio is $9\times10^{-4}$. This counts only the two spin states. In silicon the six conduction valleys give the donor electron further states close to the lowest one, and at this temperature they are accessible too. Counting twelve states at the full depth $E_d$ instead of two raises the ratio to about $5\times10^{-3}$. The shallower excited states of the donor, left out here, add somewhat more. Either way nearly all donors are ionized, and you may ignore freeze-out at $T^*$. Strong freeze-out belongs to the opposite end of the temperature scale, where $e^{E_d/kT}$ is large and $N_c$ is small. At the 1\% level used above, however, the neutral donors do count: with twelve states they are about 0.5\% of $N_D$ at 544 K and about 3\% at 300 K, so at 544 K the electron density exceeds $N_D$ by about 0.5\% rather than 1\%.

The small value of $n/N_c$ also justifies the Boltzmann occupation. Its relative error at an energy $E$ in the band is $e^{-(E-E_F)/kT}$, which is largest at the band edge, where it equals $n/N_c$. If the carrier integrals for the undoped crystal are instead evaluated numerically with the full Fermi--Dirac function, and $E_F$ is found from $n=p$, the root moves by less than 0.01 K.

The larger uncertainties lie in the model itself. The masses were held fixed although real bands are not perfectly parabolic, and the gap formula was used far above room temperature. If, for example, $N_c$ and $N_v$ grow from the same 300 K values as $T^{1.58}$ and $T^{1.85}$, exponents of the size fitted for silicon below about 500 K, then $T^*$ falls by about 8 K. For real silicon, 644 K is therefore uncertain by something like 10 K. At heavy doping the dopants and carriers also narrow the gap, and using the narrowed gap in $n_i$ lowers $T^*$. Near room temperature $n/N_c$ is then no longer small, and $np=n_i^2$ fails. If you change $E_g(T)$ or the masses, insert the new functions, recompute the slope, and iterate. As long as $n_i$ still rises with temperature, there is at most one root. Newton's method can nevertheless jump back and forth around it if the slope changes abruptly; in that case bracket the root and bisect.
